\section*{Trench and Hole Saturation in the Hydraulic-Diameter Approximation}

\section{The form of the answer}

A surface exposed to a reactive gas in atomic layer deposition takes up molecules until its sites are full. In a narrow feature the deep parts fill late, because molecules must first travel past walls that consume them. We compare a long trench of depth $L$, width $w$ and aspect ratio $a=L/w$ with a circular hole of diameter $d$.

Let a straight-walled feature have cross-sectional area $A$ and perimeter $P$. The gas outside has number density $n_0$ and mean speed $v$; the surface has $N_0$ sites per area; a molecule striking it reacts with probability $s(1-\theta)$, where $\theta$ is the coverage. The hydraulic-diameter approximation assumes that the cross-section enters only through
\begin{equation}
d_h=\frac{4A}{P}.
\label{dh}
\end{equation}
Collisions within the gas are neglected. Multiplying $n_0$ and $N_0$ by the same factor scales arrivals and sites alike and leaves the coverage unchanged, so only the ratio $n_0/N_0$ matters. Being dimensionless, the coverage at depth $z$ and time $t$ can then depend only on dimensionless combinations:
\begin{equation}
\theta=f\!\left(\frac zL,\ \tau;\ \frac{L}{d_h},\ s,\ g\right),\qquad
\tau=\frac{n_0vt}{4N_0},\qquad g=\frac{n_0d_h}{4N_0}.
\label{form}
\end{equation}
The reduced exposure $\tau$ is the number of impacts per site on an open surface, since the impact flux there is $n_0v/4$. The ratio $g$ compares the gas filling a slice, $n_0A$ per unit depth, with its wall sites, $N_0P$. It is normally tiny and then drops out.

For a hole, $A=\pi d^2/4$ and $P=\pi d$, so $d_h=d$. For a trench of length $\ell$, $A=w\ell$ and $P=2(w+\ell)$, so
\begin{equation}
\frac{L}{d_h}=\frac{L(w+\ell)}{2w\ell}=\frac a2\left(1+\frac w\ell\right)\ \longrightarrow\ \frac a2
\qquad(\ell\gg w).
\label{map}
\end{equation}
Within the approximation, a long trench of ratio $a$ therefore has the same coverage, at equal relative depth and exposure, as a hole of aspect ratio $a/2$. A trench has two walls where a hole is enclosed all round. At the other extreme, a square hole, $\ell=w$, corresponds to $L/d_h=a$.

It remains to find $f$, and to ask how well one length can represent a slit.

\section{Diffusion in a circular hole}

Assume molecular flow, in which molecules meet walls far more often than each other, and re-emission with the cosine law, independent of the incoming direction. Let $\beta$ be the angle between the emitted direction and the hole axis, and $\varphi$ the angle, within the cross-section, from the inward normal. The cosine to the normal is $\sin\beta\cos\varphi$ and the solid angle is $\sin\beta\,d\beta\,d\varphi$, so the probability is $\pi^{-1}\sin^2\!\beta\cos\varphi\,d\beta\,d\varphi$. The flight crosses a chord of length $d\cos\varphi$ and advances $\Delta z=d\cos\varphi\cot\beta$. Hence
\begin{equation}
\langle\Delta z^2\rangle=\frac{d^2}{\pi}\int_0^\pi\!\cos^2\!\beta\,d\beta\int_{-\pi/2}^{\pi/2}\!\cos^3\!\varphi\,d\varphi
=\frac{d^2}{\pi}\cdot\frac\pi2\cdot\frac43=\frac{2d^2}{3}.
\label{hop}
\end{equation}

The mean flight time follows from equilibrium. Unit depth holds $nA$ molecules and its wall receives $Pnv/4$ impacts per time, so the time between impacts is $nA/(Pnv/4)=4A/(Pv)=d/v$. Successive hops are independent with zero mean, so
\begin{equation}
D=\frac{\langle\Delta z^2\rangle}{2\,(d/v)}=\frac{dv}{3}.
\label{D}
\end{equation}
The approximation takes $D=d_hv/3$ for every cross-section. The flight time $d_h/v$ is general; the mean-square hop $2d_h^2/3$ is borrowed from the circle.

\section{Balance equations}

For $s\ll1$ the gas near a wall is almost isotropic and strikes it with flux $nv/4$. In a slice, diffusion supplies what the wall consumes and the gas stores:
\begin{align}
A\frac{\partial n}{\partial t}&=AD\frac{\partial^2n}{\partial z^2}-P\,\frac{sv}{4}\,n(1-\theta),\label{gas}\\
N_0\frac{\partial\theta}{\partial t}&=\frac{sv}{4}\,n(1-\theta).\label{site}
\end{align}
Set $x=z/L$, $c=n/n_0$ and $\alpha=L/d_h$. Divide \eqref{gas} by $A$, use $P/A=4/d_h$, and multiply by $L^2/(Dn_0)=3L^2/(d_hvn_0)$. The wall term becomes $3s\alpha^2c(1-\theta)$. Because $\partial/\partial t=(n_0v/4N_0)\,\partial/\partial\tau$, the storage term becomes $3\alpha^2g\,\partial c/\partial\tau$. With primes for $\partial/\partial x$,
\begin{equation}
c''=3\alpha^2\left[s\,c(1-\theta)+g\frac{\partial c}{\partial\tau}\right],\qquad
\frac{\partial\theta}{\partial\tau}=s\,c(1-\theta).
\label{scaled}
\end{equation}

At the mouth, let $J_+$ and $J_-$ be the one-way fluxes into and out of the feature, and $J$ the net inward flux. Then $J_+-J_-=J$. A weak anisotropy proportional to the cosine with the axis raises one flux as much as it lowers the other, so $J_++J_-=nv/2$. Adding the two relations gives $J_+=nv/4+J/2$. Molecules enter from undepleted gas, so $J_+=n_0v/4$. Since $J=-Dn_0c'/L=-n_0vc'/(3\alpha)$,
\begin{equation}
1-c(0)=\frac{4}{n_0v}\,\frac J2=-\frac{2}{3\alpha}c'(0)
\quad\Rightarrow\quad c'(0)=-\frac{3\alpha}{2}\,[1-c(0)].
\label{mouth}
\end{equation}
The bottom reacts like the walls. Equating $J$ there to $s(1-\theta)n_0vc/4$ gives
\begin{equation}
c'(1)=-\frac{3\alpha}{4}\,s\,c(1)\,[1-\theta(1)].
\label{bottom}
\end{equation}
In this diffusion model the bottom and the deepest wall obey the same coverage equation, so both have coverage $\theta(1)$; in free flight they see different surroundings and need not be equal.

Equations \eqref{scaled}--\eqref{bottom}, with a clean surface at the start, contain only $\alpha$, $s$ and $g$. With $g$ negligible, the correspondence $\alpha=a/2$ holds for the whole coverage history. If the hole has diameter $2w$ and the depth of the trench, $g$ is equal too and need not be small.

\section{The exposure needed at the bottom}

Drop the storage term and define the accumulated local exposure $X(x,\tau)=\int_0^\tau c\,d\tau'$. The coverage equation integrates to
\begin{equation}
\theta=1-e^{-sX}.
\label{theta}
\end{equation}
The gas equation is $c''=3\alpha^2\,\partial\theta/\partial\tau$. Integrated over exposure, it and the end conditions become
\begin{equation}
X''=3\alpha^2\theta,\quad
X'(0)=-\frac{3\alpha}{2}[\tau-X(0)],\quad
X'(1)=-\frac{3\alpha}{4}\theta_b,
\label{X}
\end{equation}
where $\theta_b=\theta(1)$. Integrating $X''$ from $x$ to $1$ gives
\begin{equation}
X'(x)=-\frac{3\alpha}{4}\theta_b-3\alpha^2\int_x^1\theta(y)\,dy .
\label{Xp}
\end{equation}
At $x=0$ the mouth condition then yields
\begin{equation}
\tau-X(0)=-\frac{2}{3\alpha}X'(0)=\frac{\theta_b}{2}+2\alpha\int_0^1\theta\,dy .
\label{first}
\end{equation}
Integrating \eqref{Xp} over the full depth, and exchanging the order of the double integral,
\begin{equation}
X(0)-X(1)=\frac{3\alpha}{4}\theta_b+3\alpha^2\int_0^1y\,\theta(y)\,dy .
\label{second}
\end{equation}
Finally, \eqref{theta} gives $X(1)=s^{-1}\ln[1/(1-\theta_b)]$. Adding \eqref{first} and \eqref{second},
\begin{equation}
\tau=\frac1s\ln\frac1{1-\theta_b}+\theta_b\left(\frac12+\frac{3\alpha}{4}\right)
+\int_0^1(2\alpha+3\alpha^2y)\,\theta(y)\,dy .
\label{identity}
\end{equation}
The first term is the exposure a flat surface would need. The others pay for filling sites: the terms $\theta_b/2$ and $2\alpha\int\theta\,dy$ come from the mouth, and the rest from diffusion down the feature. The exposure spent per site rises linearly with its depth $y$. The term $\theta_b/2$ survives as $\alpha\to0$, where a flat surface needs no filling term. It is an artefact of taking the impact flux on the bottom as $nv/4$, without the correction $J/2$ kept at the mouth; it is at most a fraction $s/2$ of the first term.

By \eqref{Xp}, $X$ decreases with depth, so $\theta_b\le\theta(y)\le1$. Replacing every coverage in the filling terms by $1$ gives their upper bound
\begin{equation}
S=\frac12+\frac{11\alpha}{4}+\frac{3\alpha^2}{2}
=\frac12+\frac{11a}{8}+\frac{3a^2}{8}\quad\text{(trench)},
\label{S}
\end{equation}
and replacing them by $\theta_b$ gives the lower bound $\theta_bS$. Therefore
\begin{equation}
\theta_bS+\frac1s\ln\frac1{1-\theta_b}\ \le\ \tau\ \le\ S+\frac1s\ln\frac1{1-\theta_b}.
\label{bracket}
\end{equation}

Two limits follow. If $sS\ll\ln[1/(1-\theta_b)]$, the reaction sets the pace. The exposure is then nearly that of a flat surface, and the shape hardly matters. If $S$ dominates and $a$ is large, $\tau\approx3a^2/8$ for a trench near full coverage, against $3a^2/2$ for a hole of the same ratio. The factor of four is the square of the factor of two in \eqref{map}. It belongs to the approximation: in free flight a deep and very long slit passes gas more easily than $D=d_hv/3$ implies, and the factor is larger.

\section{Why a slit is not quite a hole}

In a slit, let $\psi$ be the angle from the wall normal after projecting the flight onto the plane across the trench. With polar angle $\beta$ now measured from the long direction of the trench, the cosine law again reads $\pi^{-1}\sin^2\!\beta\cos\psi\,d\beta\,d\psi$. Integration over $\beta$ leaves the density $\tfrac12\cos\psi$. The advance is $\Delta z=w\tan\psi$. Counting hops no longer than $L$, so that $\tan\psi_m=a$,
\begin{equation}
\langle\Delta z^2\rangle_{L}=w^2\!\int_0^{\psi_m}\!\frac{\sin^2\psi}{\cos\psi}\,d\psi
=w^2\left[\operatorname{arcsinh}a-\frac{a}{\sqrt{1+a^2}}\right],
\label{log}
\end{equation}
because $\sin^2\psi/\cos\psi=\sec\psi-\cos\psi$. For large $a$ the bracket tends to $\ln(2a)-1$. Grazing flights make it grow without limit, so an infinitely long, infinitely deep slit has no constant diffusivity. A finite length $\ell$ bounds the chords, and the mean-square hop stops growing once $L$ exceeds $\ell$. The approximation uses the fixed value $2d_h^2/3=8w^2/3$.

The error can be measured without a diffusivity. Divide the surface into patches $i$ of area $A_i$. Let $K_{ij}$ be the probability that a molecule leaving $i$ next hits $j$, and $e_i=1-\sum_jK_{ij}$ the probability that it leaves through the mouth. Under cosine emission, equilibrium requires equal traffic both ways, $A_iK_{ij}=A_jK_{ji}$, and likewise between patch and mouth. The impact flux $q_i$, in units of $n_0v/4$, is then
\begin{equation}
q_i=e_i+\sum_jK_{ij}\left(q_j-\frac{\partial\theta_j}{\partial\tau}\right),
\label{flight}
\end{equation}
since what leaves $j$ is what arrives less what reacts. Integrate over exposure and write $\int q_i\,d\tau=\tau-Y_i$. The terms in $\tau$ cancel because $e_i+\sum_jK_{ij}=1$, leaving
\begin{equation}
Y_i=\sum_jK_{ij}(\theta_j+Y_j).
\label{Y}
\end{equation}
At full coverage this is the equation for $H_i$, the mean number of later surface hits of a molecule released from $i$ before it escapes: the next hit counts one, and the count restarts there. Since $\theta_j\le1$, $Y_i\le H_i$. If the bottom is treated as one patch, its accumulated impacts are $\tau-Y_b$ and its coverage is $\theta_b=1-e^{-s(\tau-Y_b)}$. Solving for $\tau$ gives $\tau=Y_b+s^{-1}\ln[1/(1-\theta_b)]$, and therefore
\begin{equation}
\tau\le H_b+\frac1s\ln\frac1{1-\theta_b},
\label{H}
\end{equation}
with equality approached late in the exposure. Thus $H_b$ is the free-flight counterpart of $S$.

Hit counts obtained by following molecules, with standard errors and for an infinitely long trench ($\ell\gg L$), are:
\begin{center}
\begin{tabular}{rcccc}
$a$ & $S$ & hole, $a/2$ & trench, $a$ & trench/hole\\ \hline
2 & 4.75 & $4.79\pm0.04$ & $4.53\pm0.04$ & 0.945\\
20 & 178 & $189.6\pm1.6$ & $135.2\pm1.2$ & 0.713\\
50 & 1007 & $1048\pm11$ & $640\pm7$ & 0.611
\end{tabular}
\end{center}
For these three holes, $S$ lies within about 7\% of the free-flight count, so diffusion describes their filling near full coverage well. This fails for very shallow features, since $S\to\tfrac12$ while $H_b\to0$ as $\alpha\to0$. The trench needs fewer hits than the corresponding hole, and the gap widens with depth. The $a/2$ rule is good to about 6\% at $a=2$. At $a=50$ the hole count exceeds the trench count by about 64\%. In these cases the rule errs on the side of too much exposure.

Equation \eqref{log} explains why no fixed diffusivity can serve an infinitely long slit at every depth, but not the size of the error. At $a=20$ it gives $2.69\,w^2$, almost the $2.67\,w^2$ of the approximation, while the hit counts differ by 29\% relative to the hole. The truncated mean-square hop alone therefore does not determine the hit count.

\section{Worked example}

Take a trench 50 nm wide and 1000 nm deep, so $a=20$ and $d_h=100$ nm, and a hole 40 nm wide and 400 nm deep, so $\alpha=10$. The model gas has molar mass 72 g/mol, temperature 500 K and pressure 10 Pa. Let $s=0.10$, $N_0=4.0$ sites per nm$^2$, and require $\theta_b=0.95$.

For an assumed molecular diameter of 0.6 nm the mean free path is 432 $\mu$m, so the flow is molecular. The mean speed is 383.4 m/s and the open-surface flux $1.389\times10^{23}$ m$^{-2}$s$^{-1}$. One unit of $\tau$ therefore lasts
\begin{equation}
\frac{4.0\times10^{18}}{1.389\times10^{23}}\ \text{s}=28.80\ \mu\text{s}.
\label{unit}
\end{equation}
With $n_0=4(1.389\times10^{23})/383.4=1.45\times10^{21}$ m$^{-3}$, the trench has $g\approx9\times10^{-6}$, which justifies neglecting stored gas.

The two parts of the exposure are
\begin{equation}
S=0.5+27.5+150=178,\qquad \frac{\ln20}{0.10}=29.96 .
\label{parts}
\end{equation}
Filling, not reaction, dominates. The bracket \eqref{bracket} gives $199.1\le\tau\le208.0$. Numerical solution of \eqref{gas} and \eqref{site}, with stored gas retained, gives $\tau=204.8$ for both features, with a numerical error of about 0.2. At $\tau=100$ both have coverage 0.98, 0.80 and 0.41 near relative depths 0.25, 0.50 and 0.75, and their profiles differ nowhere by more than about $2\times10^{-6}$. A control hole with $\alpha=20$, equal to the trench ratio itself, needs $\tau=679$. That is 3.3 times as much; the factor stays below four because the reaction part is common and $S$ has terms of lower order in $\alpha$.

The trench saturates to the target in
\begin{equation}
t=204.8\times28.80\ \mu\text{s}\approx5.9\ \text{ms},
\label{time}
\end{equation}
an exposure of $10\ \text{Pa}\times5.9\ \text{ms}=0.059$ Pa\,s, or about 440 langmuir (1 langmuir is $10^{-6}$ Torr\,s).

Free flight gives a smaller figure. From \eqref{H}, $\tau\approx135.2+30.0=165$, or about 0.048 Pa\,s. The hydraulic-diameter result is 24\% above this estimate. Because \eqref{H} is an upper bound, apart from sampling error and the single-patch bottom, the true free-flight excess at 95\% coverage should be no smaller. A separate calculation that follows the free-flight coverage in time, up to $\theta_b=0.999$, tests the meaning of $H_b$: it finds a late filling exposure of 135.5, in agreement with the hit count.

The correspondence thus has two levels of validity. Within the approximation it needs equal chemistry and gas conditions, $\ell\gg w$, and a stored-gas ratio $g$ that is either negligible or equal in both features. The balance equations used to compute the exposure also assume $s\ll1$. At $s=0.10$ they are approximate, most of all on fresh walls; the condition eases as the walls fill, because the reaction probability $s(1-\theta)$ falls. For the exposure that nearly fills the bottom in real molecular flow, the correspondence is a fair estimate for shallow trenches and, over the ratios tabulated, an increasingly generous one for deeper trenches that are much longer than deep. When $\ell$ is below $L$ the end walls cut off the grazing flights, so the margin is smaller and levels off with depth, and the full ratio $(a/2)(1+w/\ell)$ of \eqref{map} should be used. The hit counts do not measure its error at partial coverage. The numerical output lists the values used here.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Trench width, depth: 50 nm, 1000 nm
Trench depth/width a: 20.0
Trench hydraulic diameter: 100 nm
Hole diameter, depth: 40 nm, 400 nm
Hole depth/diameter alpha: 10.0
Molar mass: 72 g/mol
Temperature, pressure: 500 K, 10 Pa
Initial sticking probability s: 0.10
Site density: 4.0 per nm^2
Target bottom coverage: 0.95
Assumed molecule diameter: 0.6 nm
Mean free path: 432 micrometre
Mean speed: 383.4 m/s
Open-surface flux: 1.389e+23 per m^2 per s
Time for tau = 1: 28.80 microsecond
Trench diffusivity: 1.278e-05 m^2/s
Hole mean-square hop / diameter^2, integrated: 0.6663
Slit mean-square hop / width^2, hops below 20 widths: 2.690
Slit mean-square hop / width^2, hops below 80 widths: 4.072
Transport part S, trench: 178.00 (reduced exposure)
Reaction part: 29.96 (reduced exposure)
Lower and upper bound of tau: 199.06, 207.96
Solved tau, trench: 204.83
Solved tau, hole with alpha = a/2: 204.83
Solved tau, control hole with alpha = a: 679.00
Largest trench-hole coverage gap at tau = 100: 1.6e-06
Coverage near relative depth 0.25 at tau = 100, trench, hole: 0.9843, 0.9843
Coverage near relative depth 0.50 at tau = 100, trench, hole: 0.8003, 0.8003
Coverage near relative depth 0.75 at tau = 100, trench, hole: 0.4099, 0.4099
Trench saturation time: 5.900 ms
Trench exposure: 0.0590 Pa s
Trench exposure: 443 langmuir
a = 2: hits trench 4.53 +- 0.04, hole a/2 4.79 +- 0.04
a = 2: S = 4.75, trench/hole hit ratio 0.945 +- 0.011
a = 20: hits trench 135.18 +- 1.23, hole a/2 189.56 +- 1.59
a = 20: S = 178.00, trench/hole hit ratio 0.713 +- 0.009
a = 50: hits trench 639.64 +- 7.39, hole a/2 1047.66 +- 11.01
a = 50: S = 1006.75, trench/hole hit ratio 0.611 +- 0.010
Free-flight coverage run, late transport exposure, a = 20: 135.49
Free-flight late-time estimate of tau, trench: 165.1
Free-flight estimate of exposure, trench: 0.0476 Pa s
\end{verbatim}
